# Connolly-Williams inversion for five fcc structures with nearest-neighbour clusters: test program

```python
"""Connolly-Williams inversion for five fcc structures.

Result under test: with spin +1 for A and -1 for B, the energies per atom
E0..E4 of fcc A, L12 A3B, L10 AB, L12 AB3 and fcc B fix the interactions
J0..J4 of the empty cluster and the nearest-neighbour point, pair, triangle
and tetrahedron:
  J0 = (E0+4E1+6E2+4E3+E4)/16,  J1 = (E0+2E1-2E3-E4)/4,
  J2 = (E0-2E2+E4)/16,          J3 = (E0-2E1+2E3-E4)/32,
  J4 = (E0-4E1+6E2-4E3+E4)/32.
Energy per atom = sum_k m_k J_k Pi_k, where m_k is the number of clusters per
site and Pi_k the mean spin product. V_k = m_k J_k. Energies are in mHa.
Correlations are counted on a periodic crystal of 4 x 4 x 4 cubic cells.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants


def interactions(e):
    """Hand-derived interactions J0..J4 from the five energies."""
    return np.array([
        (e[0] + 4*e[1] + 6*e[2] + 4*e[3] + e[4]) / 16,
        (e[0] + 2*e[1] - 2*e[3] - e[4]) / 4,
        (e[0] - 2*e[2] + e[4]) / 16,
        (e[0] - 2*e[1] + 2*e[3] - e[4]) / 32,
        (e[0] - 4*e[1] + 6*e[2] - 4*e[3] + e[4]) / 32])


# Crystal: coordinates in half cubic lattice constants, period 8.
period = 8
sites = np.array([(x, y, z) for x in range(period) for y in range(period)
                  for z in range(period) if (x + y + z) % 2 == 0])
number = len(sites)
x, y, z = sites.T
separation = (sites[:, None] - sites[None] + period//2) % period - period//2
distance2 = (separation**2).sum(axis=2)
neighbour = distance2 == 2


def grow(clusters):
    """Add one site that is a nearest neighbour of all sites present."""
    larger = []
    for cluster in clusters:
        common = np.flatnonzero(neighbour[cluster].all(axis=0))
        larger += [list(cluster) + [s] for s in common if s > cluster[-1]]
    return np.array(larger)


points = np.arange(number)[:, None]
pairs = grow(points)
triangles = grow(pairs)
tetrahedra = grow(triangles)
second_pairs = np.argwhere(np.triu(distance2 == 4))
kinds = [points, pairs, triangles, tetrahedra]
multiplicity = np.array([1] + [len(c) // number for c in kinds])
assert all(len(c) % number == 0 for c in kinds)
assert list(multiplicity) == [1, 1, 6, 8, 2]
assert len(second_pairs) == 3 * number

# Every cluster of one kind lies in the same number of tetrahedra.
tetra_sets = [set(t) for t in tetrahedra.tolist()]
tetra_of_site = [set() for _ in range(number)]
for label, members in enumerate(tetra_sets):
    for s in members:
        tetra_of_site[s].add(label)
sharing = []
for clusters in kinds[:3]:
    counts = {len(set.intersection(*[tetra_of_site[s] for s in c]))
              for c in clusters.tolist()}
    assert len(counts) == 1
    sharing.append(counts.pop())
assert sharing == [8, 2, 1]


def averages(spins):
    """Correlations (empty, point, ..., tetrahedron) of many configurations."""
    columns = [np.ones(len(spins))]
    columns += [spins[:, c].prod(axis=2).mean(axis=1) for c in kinds]
    return np.array(columns).T


def exact_average(spin, clusters):
    return sp.Rational(int(spin[clusters].prod(axis=1).sum()), len(clusters))


# Occupations defined by sublattices.
pure_a = np.ones(number, dtype=int)
l12 = np.where((x % 2 == 0) & (y % 2 == 0) & (z % 2 == 0), -1, 1)
l10 = np.where(z % 2 == 1, -1, 1)
d022 = np.where(((z % 4 == 0) & (x % 2 == 0) & (y % 2 == 0)) |
                ((z % 4 == 2) & (x % 2 == 1) & (y % 2 == 1)), -1, 1)
l11 = np.where(((x + y + z) // 2) % 2 == 1, -1, 1)
names = ["A", "A3B L12", "AB L10", "AB3 L12", "B"]
structures = np.array([pure_a, l12, l10, -l12, -pure_a])
for n_b, spin in enumerate(structures):
    assert np.all((spin[tetrahedra] == -1).sum(axis=1) == n_b)

matrix = sp.Matrix([[1] + [exact_average(s, c) for c in kinds]
                    for s in structures])
half, third = sp.Rational(1, 2), sp.Rational(1, 3)
assert matrix == sp.Matrix([[1, 1, 1, 1, 1], [1, half, 0, -half, -1],
                            [1, 0, -third, 0, 1], [1, -half, 0, half, -1],
                            [1, -1, 1, -1, 1]])

# Inverse: elimination against the orthogonality formula and hand formulas.
inverse = matrix.inv()
projector = sp.Matrix(5, 5, lambda k, n: sp.binomial(4, k)
                      * sp.binomial(4, n) * matrix[n, k] / 16)
assert inverse == projector
symbols = sp.symbols("E0:5")
solved = inverse * sp.Matrix(symbols)
for k, formula in enumerate(interactions(symbols)):
    assert sp.expand(solved[k] / int(multiplicity[k]) - formula) == 0

# Energies defined by species counts, with no spin products.
e_aa, e_ab, e_bb, e_aaa, e_aaaa = -10.0, -13.0, -12.0, 0.8, -1.6


def species_energy(spin):
    is_a = spin == 1
    bond = np.array([e_bb, e_ab, e_aa])[is_a[pairs].sum(axis=1)].sum()
    three = e_aaa * is_a[triangles].all(axis=1).sum()
    four = e_aaaa * is_a[tetrahedra].all(axis=1).sum()
    return (bond + three + four) / number


found = interactions([species_energy(s) for s in structures])
expected = [1.5*(e_aa + 2*e_ab + e_bb) + e_aaa + e_aaaa/8,
            3*(e_aa - e_bb) + 3*e_aaa + e_aaaa/2,
            (e_aa + e_bb - 2*e_ab)/4 + e_aaa/2 + e_aaaa/8,
            e_aaa/8 + e_aaaa/16, e_aaaa/16]
assert np.allclose(found, expected, atol=1e-11)

# Worked example: formation energies in mHa per atom.
energy = np.array([0.0, -6.0, -8.0, -5.0, 0.0])
j = interactions(energy)
v = multiplicity * j
rebuilt = averages(structures) @ v
assert np.allclose(rebuilt, energy, atol=1e-12)

# A linear reference energy changes only J0 and J1.
ref_a, ref_b = -3.0, 5.0
conc_inputs = (structures == -1).mean(axis=1)
shift = interactions(energy + ref_a*(1 - conc_inputs) + ref_b*conc_inputs) - j
assert np.allclose(shift, [(ref_a + ref_b)/2, (ref_a - ref_b)/2, 0, 0, 0],
                   atol=1e-12)

# All occupations of an 8-site cell: tetrahedron average and convex hull.
cell = [(a, b, c) for a in range(2) for b in range(2) for c in range(4)
        if (a + b + c) % 2 == 0]
cell_index = np.array([cell.index((a % 2, b % 2, c % 4)) for a, b, c in sites])
bits = (np.arange(256)[:, None] >> np.arange(8)) & 1
all_spins = (1 - 2*bits)[:, cell_index]
all_energy = averages(all_spins) @ v
b_count = (all_spins[:, tetrahedra] == -1).sum(axis=2)
assert np.allclose(all_energy, energy[b_count].mean(axis=1), atol=1e-11)
assert np.all(np.diff(energy, 2) > 0)
conc = bits.mean(axis=1)
hull = np.interp(conc, conc_inputs, energy)
assert np.all(all_energy >= hull - 1e-11)
for c_b, e_input in zip(conc_inputs, energy):
    assert abs(all_energy[conc == c_b].min() - e_input) < 1e-11

# Structures outside the fit.
e_l11, e_d022 = averages(np.array([l11, d022])) @ v
assert abs(e_l11 - (energy[1] + energy[3])/2) < 1e-12
corr_l11 = [exact_average(l11, c) for c in kinds]
assert [exact_average(d022, c) for c in kinds] == list(matrix[1, 1:])

# Random alloys: polynomial against sampled crystals.
rng = np.random.default_rng(7)
random_rows = []
for c_b in (0.25, 0.5):
    formula = sum(v[k] * (1 - 2*c_b)**k for k in range(5))
    sample = np.where(rng.random((400, number)) < c_b, -1, 1)
    sampled = averages(sample) @ v
    error = sampled.std(ddof=1) / np.sqrt(len(sampled))
    assert error < 0.05 and abs(sampled.mean() - formula) < 5*error
    ordered = energy[int(4*c_b)]
    random_rows.append((c_b, formula, sampled.mean(), error, ordered - formula))

# A hidden second-neighbour pair interaction is absorbed by J0.
hidden = 0.2
second_inputs = [exact_average(s, second_pairs) for s in structures]
second_d022 = exact_average(d022, second_pairs)
assert all(value == 1 for value in second_inputs)
true_v = v - np.array([3*hidden, 0, 0, 0, 0])


def true_energy(spin):
    extra = hidden * spin[second_pairs].prod(axis=1).sum() / number
    return (averages(spin[None]) @ true_v)[0] + extra


true_inputs = np.array([true_energy(s) for s in structures])
fitted = interactions(true_inputs)
absorbed = fitted - true_v / multiplicity
assert np.allclose(absorbed, [3*hidden, 0, 0, 0, 0], atol=1e-12)
true_d022 = true_energy(d022)
fit_d022 = (averages(d022[None]) @ (multiplicity * fitted))[0]
assert abs(true_d022 - fit_d022 + hidden) < 1e-12

to_mev = physical_constants["Hartree energy in eV"][0]
print("sites in the test crystal:", number)
print("clusters per site (empty, point, pair, tri, tet):",
      multiplicity.tolist())
print("tetrahedra sharing a point, pair, triangle:", sharing)
print("correlations (empty, point, pair, triangle, tetrahedron):")
for n, name in enumerate(names):
    print(f"  {name:8s}", [str(q) for q in matrix[n, :]])
print("determinant of the matrix:", matrix.det())
print("16 x inverse matrix, rows V0..V4, columns E0..E4:")
for k in range(5):
    print(f"  V{k}", [str(16*q) for q in inverse[k, :]])
print("input formation energies (mHa/atom):", energy.tolist())
for k in range(5):
    print(f"V{k} = {v[k]:.4f} mHa/atom, J{k} = {j[k]:.4f} mHa")
for k in (2, 3, 4):
    print(f"J{k} = {j[k]*to_mev:.3f} meV")
print("rebuilt energies (mHa/atom):", [f"{e:.4f}" for e in rebuilt])
print("L11 correlations (point, pair, tri, tet):", [str(q) for q in corr_l11])
print(f"predicted L11 energy: {e_l11:.4f} mHa/atom")
print(f"predicted D022 energy: {e_d022:.4f} mHa/atom")
for c_b, formula, mean, error, ordering in random_rows:
    print(f"random alloy, B concentration {c_b:.2f}: {formula:.4f} mHa/atom")
    print(f"  sampled: {mean:.3f} +- {error:.3f} mHa/atom")
    print(f"  ordered minus random: {ordering:.4f} mHa/atom")
print("second-neighbour correlation, five inputs:",
      [str(q) for q in second_inputs])
print("second-neighbour correlation, D022:", second_d022)
print(f"hidden second-neighbour interaction: {hidden:.4f} mHa")
print(f"amount absorbed by J0: {absorbed[0]:.4f} mHa/atom")
print(f"D022 true energy: {true_d022:.4f} mHa/atom")
print(f"D022 fitted energy: {fit_d022:.4f} mHa/atom")
print(f"D022 true minus fitted: {true_d022 - fit_d022:.4f} mHa/atom")
print("no test failed")
```

Output:

```
sites in the test crystal: 256
clusters per site (empty, point, pair, tri, tet): [1, 1, 6, 8, 2]
tetrahedra sharing a point, pair, triangle: [8, 2, 1]
correlations (empty, point, pair, triangle, tetrahedron):
  A        ['1', '1', '1', '1', '1']
  A3B L12  ['1', '1/2', '0', '-1/2', '-1']
  AB L10   ['1', '0', '-1/3', '0', '1']
  AB3 L12  ['1', '-1/2', '0', '1/2', '-1']
  B        ['1', '-1', '1', '-1', '1']
determinant of the matrix: 32/3
16 x inverse matrix, rows V0..V4, columns E0..E4:
  V0 ['1', '4', '6', '4', '1']
  V1 ['4', '8', '0', '-8', '-4']
  V2 ['6', '0', '-12', '0', '6']
  V3 ['4', '-8', '0', '8', '-4']
  V4 ['1', '-4', '6', '-4', '1']
input formation energies (mHa/atom): [0.0, -6.0, -8.0, -5.0, 0.0]
V0 = -5.7500 mHa/atom, J0 = -5.7500 mHa
V1 = -0.5000 mHa/atom, J1 = -0.5000 mHa
V2 = 6.0000 mHa/atom, J2 = 1.0000 mHa
V3 = 0.5000 mHa/atom, J3 = 0.0625 mHa
V4 = -0.2500 mHa/atom, J4 = -0.1250 mHa
J2 = 27.211 meV
J3 = 1.701 meV
J4 = -3.401 meV
rebuilt energies (mHa/atom): ['0.0000', '-6.0000', '-8.0000', '-5.0000', '0.0000']
L11 correlations (point, pair, tri, tet): ['0', '0', '0', '-1']
predicted L11 energy: -5.5000 mHa/atom
predicted D022 energy: -6.0000 mHa/atom
random alloy, B concentration 0.25: -4.4531 mHa/atom
  sampled: -4.462 +- 0.017 mHa/atom
  ordered minus random: -1.5469 mHa/atom
random alloy, B concentration 0.50: -5.7500 mHa/atom
  sampled: -5.762 +- 0.008 mHa/atom
  ordered minus random: -2.2500 mHa/atom
second-neighbour correlation, five inputs: ['1', '1', '1', '1', '1']
second-neighbour correlation, D022: 2/3
hidden second-neighbour interaction: 0.2000 mHa
amount absorbed by J0: 0.6000 mHa/atom
D022 true energy: -6.2000 mHa/atom
D022 fitted energy: -6.0000 mHa/atom
D022 true minus fitted: -0.2000 mHa/atom
no test failed
```
